# Hamiltonian elements between nonorthogonal determinants with singular overlap by Löwdin pairing

## A two-electron case

Put two electrons of opposite spin in a real orbital $x$ to form determinant $A$, and in $b=s\,x+c\,z$ to form determinant $B$. Here $x,z$ are orthonormal and $s^2+c^2=1$. Each spin contributes an overlap $s$, so

$$\langle A|B\rangle=s^2,\qquad \langle A|H|B\rangle=2s\,h_{xb}+(xb|xb).$$

The one-electron operator acts on one electron and leaves the overlap $s$ of the other. The repulsion acts on both and leaves no overlap factor. At $s=0$ the determinants are orthogonal, yet they are coupled by the exchange integral $(xz|xz)$.

A formula that factors out the total overlap writes the same element as $s^2[2h_{xb}/s+(xb|xb)/s^2]$, which is undefined at $s=0$. The cure is to multiply only the overlaps that remain, and never to divide by those that were removed.

## General formula

Let $A$ and $B$ be coefficient matrices with $N$ orthonormal occupied columns in an orthonormal spin-orbital basis. The determinant is $|A\rangle=a_1^\dagger\cdots a_N^\dagger|0\rangle$, with one creation operator per column, and

$$H=\sum_{pq}h_{pq}c_p^\dagger c_q+\tfrac12\sum_{pqrs}\langle pq|rs\rangle c_p^\dagger c_q^\dagger c_sc_r .$$

**Pairing and phase.** Take the singular value decomposition $A^\dagger B=U\,\mathrm{diag}(\sigma)\,V^\dagger$ and set $a=AU$, $b=BV$. Then $a^\dagger b=\mathrm{diag}(\sigma)$. Creation operators anticommute, so mixing the columns by $U$ gives $|a\rangle=\det U\,|A\rangle$. Since $|\det U|=1$, this means $\langle A|=\det U\,\langle a|$. Likewise $|B\rangle=(\det V)^*|b\rangle$. Every element therefore carries the phase

$$\eta=\det U\,(\det V)^*,\qquad \langle A|B\rangle=\eta\prod_k\sigma_k .$$

**One-body part.** Removing an electron gives

$$c_q|b\rangle=\sum_i(-1)^{i-1}b_{qi}|b^{(i)}\rangle,$$

where $b^{(i)}$ lacks column $i$. The bra is treated in the same way. The overlap $\langle a^{(j)}|b^{(i)}\rangle$ is the determinant of $\mathrm{diag}(\sigma)$ without row $j$ and column $i$. If $i\ne j$, row $i$ has lost its one nonzero entry and the determinant is zero. If $i=j$, the signs square to one and the overlap is $\prod_{k\ne i}\sigma_k$.

**Two-body part.** For $i<j$, removing $i$ before $j$ gives the sign $(-1)^{i-1}(-1)^{j-2}$, and the reverse order gives the opposite sign. Hence

$$c_sc_r|b\rangle=-\sum_{i<j}(-1)^{i+j}(b_{ri}b_{sj}-b_{rj}b_{si})|b^{(ij)}\rangle .$$

The bra has the same form. By the argument above, the same pair must be removed on both sides, and the prefactors again square to one. The product of the two brackets has four terms. Because $\langle pq|rs\rangle=\langle qp|sr\rangle$, they form two equal direct terms and two equal exchange terms, which cancels the factor $\tfrac12$. With

$$h_i=\langle a_i|h|b_i\rangle,\qquad w_{ij}=\langle a_ia_j|b_ib_j\rangle-\langle a_ia_j|b_jb_i\rangle,$$

the result is

$$\boxed{\langle A|H|B\rangle=\eta\Big[\sum_i h_i\prod_{k\ne i}\sigma_k+\sum_{i<j}w_{ij}\prod_{k\ne i,j}\sigma_k\Big]}$$

It contains no division and holds for any singular values. In a nonorthogonal atomic basis with metric $S_{\rm AO}$, replace $A^\dagger B$ by $A^\dagger S_{\rm AO}B$.

## Zero, one, two and more vanishing values

Call $z$ of the singular values small and the others regular. Let $R$ be the product of the regular values, and let $i,j$ run over regular pairs and $m,n$ over small ones. Define

$$X=\sum_i\frac{h_i}{\sigma_i}+\sum_{i<j}\frac{w_{ij}}{\sigma_i\sigma_j},\qquad F_m=h_m+\sum_j\frac{w_{mj}}{\sigma_j}.$$

Sorting the boxed sum by how many small pairs the operator removes gives

$$\langle A|H|B\rangle=\eta R\Big[X\prod_m\sigma_m+\sum_mF_m\prod_{n\ne m}\sigma_n+\sum_{m<n}w_{mn}\prod_{l\ne m,n}\sigma_l\Big],\tag{1}$$

where all products run over small values. When the small values are zero:

- $z=0$: the element is $\eta RX$.
- $z=1$: it is $\eta RF_m$. The operator must act on the unmatched pair.
- $z=2$: it is $\eta Rw_{mn}$. Both electrons of the interaction are used up.
- $z\ge3$: it is zero, because a two-body operator cannot repair three orthogonal pairs.

The null vectors are not unique. For $z=2$, mixing $a_m,a_n$ by a unitary matrix $W$ multiplies $w_{mn}$ by $(\det W)^*$ and $\eta$ by $\det W$, so the product is unchanged. The phase thus matters even though the overlap is zero.

A numerical model shows this. It has 8 spin orbitals, 4 electrons and random complex Hermitian integrals in arbitrary energy units. With singular values $(0.9,0.8,0,0)$, one random pair of determinants gives $-0.2592+0.0653i$. The same expression without $\eta$ gives $0.1978-0.1798i$ for the null vectors returned by the decomposition routine, and another complex phase for another choice.

## Pseudocode

```
input: A, B, metric M, integrals
U, sigma, Vh = svd(A^H M B)
a = A U;  b = B Vh^H
eta = det(U) * det(Vh)       # det(Vh) = conj(det(V))
total = 0
for i:
    total += h[i] * product(sigma except i)
for i < j:
    total += w[i,j] * product(sigma except i,j)
H_AB = eta * total
S_AB = eta * product(sigma)
```

## Cost

For $K$ basis functions and stored integrals, first transform one index, then a second, to obtain $(a_ib_j|rs)$. This costs of order $NK^4+N^2K^3$. Contracting with $a_jb_i$ for exchange, and with $a_jb_j$ when the first pair is $(ii)$, adds $N^2K^2$. Direct evaluation of the leave-out products costs $N^3$.

Equation (1) offers a cheaper route. The regular pairs enter through one weighted density $\sum_i b_ia_i^\dagger/\sigma_i$. One Coulomb-exchange contraction of order $K^4$ with it gives $X$ and every $F_m$, and one more per small pair gives the $w_{mn}$. If all terms of (1) are kept, the dividing line between small and regular is a matter of organization and causes no truncation error. It can be placed at a moderate value such as 0.1, so that no division is by a tiny number.

## Threshold error

Now suppose that values $\sigma_m\le\tau$ are replaced by zero. The omitted terms can be read from (1):

- $z=1$: the error is $\eta R\,\sigma_mX$, with nothing further omitted.
- $z=2$: the leading error is $\eta R(\sigma_nF_m+\sigma_mF_n)$.
- $z\ge3$: the leading error is $\eta R\sum_{m<n}w_{mn}\prod_{l\ne m,n}\sigma_l$.

The generic orders for $z=1,2,3,4$ are therefore $\tau,\tau,\tau,\tau^2$. Symmetry can remove a leading coefficient.

For a bound, note that each omitted product in the boxed formula contains at least $\max(1,z-2)$ small factors. The remaining factors do not exceed one, because the columns are orthonormal. For $z\ge1$ and $\tau\le1$,

$$|\text{error}|\le\tau^{\max(1,z-2)}\big[N\|h\|+\tfrac12N(N-1)\|w\|\big],$$

with operator norms of $h$ and of the antisymmetrized interaction on two-particle product space.

In the random model, let the small values be the first $z$ of $\tau(1,0.7,0.5,0.3)$ and the regular ones the first $4-z$ of $(0.9,0.8,0.6,0.5)$. The reference element comes from applying the fermion operators in the full 256-dimensional Fock space. The absolute errors are:

| $z$ | $\tau=10^{-3}$ | $\tau=10^{-4}$ |
|---|---|---|
| 1 | $9.5\times10^{-4}$ | $9.5\times10^{-5}$ |
| 2 | $6.9\times10^{-4}$ | $6.9\times10^{-5}$ |
| 3 | $6.5\times10^{-4}$ | $6.5\times10^{-5}$ |
| 4 | $4.0\times10^{-7}$ | $4.0\times10^{-9}$ |

## Rounding and the choice of threshold

The transition-density formula is undefined when a singular value is zero and can lose accuracy near that point. With $P=B(A^\dagger B)^{-1}A^\dagger$ it reads

$$\det(A^\dagger B)\Big[\sum_{pq} h_{pq}P_{qp}+\tfrac12\sum_{pqrs}\langle pq|rs\rangle(P_{rp}P_{sq}-P_{sp}P_{rq})\Big].$$

For one small value $s$, $P$ contains $b_ma_m^\dagger/s$. The direct and exchange terms of this pair with itself are each of order $1/s^2$ and cancel in exact arithmetic. With machine precision $\varepsilon$, a residue of order $\varepsilon/s^2$ remains. Multiplication by the determinant, which is proportional to $s$, leaves an absolute error of order $\varepsilon/s$. This amplification belongs to one isolated small value. With two small values of similar size, as when the same value occurs in both spins of a closed shell, the determinant is proportional to $s^2$ and absorbs the residue; the estimates below do not apply to that case.

The division-free sum has no such amplification. A backward-stable singular value decomposition makes $a^\dagger b$ diagonal up to elements of order $\varepsilon$. The Hamiltonian element is a polynomial in these overlaps, so its absolute error is of order $\varepsilon$ times the size of the integrals and a factor depending on $N$. A small relative error is not guaranteed when the element itself is small.

The next table uses the same model with singular values $(0.9,0.8,0.6,s)$. It lists root-mean-square absolute errors over 12 random pairs of determinants.

| $s$ | $z=1$ branch | inverse | division-free |
|---|---|---|---|
| $10^{-4}$ | $1.4\times10^{-4}$ | $2\times10^{-13}$ | $2\times10^{-15}$ |
| $10^{-8}$ | $1.4\times10^{-8}$ | $2.6\times10^{-9}$ | $1\times10^{-15}$ |
| $10^{-12}$ | $1.4\times10^{-12}$ | $3\times10^{-5}$ | $7\times10^{-16}$ |

A code that switches from the inverse formula to the $z=1$ branch at $\tau$ has, at the least favorable $s$, a root-mean-square error of about $\max(C_1\tau,\,C_2/\tau)$. The middle row gives $C_1\approx1.4$ and $C_2\approx2.6\times10^{-17}$. The two errors are equal at $\tau=\sqrt{C_2/C_1}\approx4\times10^{-9}$, where each is about $6\times10^{-9}$. This is the expected order $\sqrt\varepsilon\approx1.5\times10^{-8}$. No choice of $\tau$ brings this scheme to the accuracy of the division-free sum.

## Selenium: two vanishing values

The example is a nonrelativistic restricted Hartree–Fock calculation for the selenium atom in the def2-SVP basis. The closed-shell configuration $4p_x^24p_y^2$ is optimized with $4p_z$ kept empty, giving $E=-2399.45192$ hartree. Rotating this determinant by a quarter turn about $y$ leaves $4p_x$ empty instead. The unmatched orbitals are $a_m\approx4p_x$ and $b_m\approx4p_z$.

One singular value vanishes in each spin, so $z=2$. The two unmatched pairs have opposite spins and no exchange term. Both spins have the same real $U$ and $V$, so their phases multiply to one. With $R=0.999793$, the product of the regular values of both spins,

$$k=R\,(a_mb_m|a_mb_m)=0.999793\times0.024560=0.024555\ \text{hartree}.$$

The small departure of $R$ from one comes from the relaxation of the other orbitals, which follow the orientation of the open $p$ direction.

The determinants with $4p_x$, $4p_y$ or $4p_z$ empty have equal energies, zero mutual overlaps and, by cubic symmetry, equal couplings $k$. Their $3\times3$ matrix has eigenvalue $E+2k$ for the vector $(1,1,1)$ and $E-k$ for the two vectors orthogonal to it. The gap is $3k=0.07367$ hartree, or 2.00 eV. It estimates the separation of the $^1S$ and $^1D$ terms within the $4p^4$ configuration. The value is not converged in the basis: def2-TZVP gives 2.11 eV and def2-QZVP 2.13 eV (with $k=0.0261$ hartree and $R=0.9984$). It also lacks electron correlation and lies well above the measured separation of about 1.6 eV. The relaxed combinations are not pure angular-momentum states.

### Close to the quarter turn

Stop the rotation short by an angle $\delta$. To see the error, first neglect the relaxation and give all orbitals of a shell the same radial function. The other electrons, which are filled shells and $4p_y^2$, then form a core that is invariant under rotation about $y$. The two determinants differ as in the opening case, with $s=\sin\delta$ and $b=s\,x+c\,z$. Let $E_c$ be the core energy and $F$ the one-electron operator in the field of the core. Reflection $x\to-x$ forbids $F_{xz}$, so $F_{xb}=sF_{xx}$ and

$$\langle A|H|B\rangle=s^2E_c+2s^2F_{xx}+(xb|xb).$$

The $z=2$ branch keeps the last term. Since $E=E_c+2F_{xx}+(xx|xx)$, the omitted part is $s^2[E-(xx|xx)]$. The linear error has vanished by symmetry, but the coefficient of the quadratic one has the size of the total energy. In the combination $H-ES$, with $S=s^2$, the omitted part shrinks to $-s^2(xx|xx)$.

The relaxed calculation behaves in the same way. At $\delta=0.01$ the error in $H$ is $-0.2399$ hartree, and that in $H-ES$ is $-4.3\times10^{-5}$ hartree. Divided by $s^2$, they are $-2399.38$ and $-0.427$ hartree. The second agrees with $(xx|xx)=0.427$ hartree for the $4p_x$ orbital. Because the overlap is now $S\approx Rs^2$, the first is $RE-(xx|xx)$ rather than $E-(xx|xx)=-2399.88$ hartree.

This decides how to truncate. For two determinants of equal energy, the lower root here is

$$\frac{E-H}{1-S}=E-\frac{H-ES}{1-S}.$$

At $\delta=0.01$ the overlap is $S=1.0\times10^{-4}$. Setting it to zero together with the truncation of $H$ changes the root by $-4.0\times10^{-5}$ hartree. Keeping the overlap beside the truncated $H$ changes it by $-0.240$ hartree, close to $ES$.

## Failure modes

- **Dropped phase.** Without $\eta$, a real element can have the wrong sign, and a complex one generally has the wrong phase. If a singular value vanishes, the sign or phase obtained also depends on the arbitrary choice of null vectors in the singular value decomposition.
- **Inconsistent truncation.** If small values are set to zero, use the same modified values for $H$ and $S$. The error otherwise grows with the total energy.
- **Jumps along a path.** When a singular value crosses $\tau$ as the geometry changes, a truncated element jumps by the terms that are dropped or restored at that crossing. The complete sum has no such jump.
- **Columns that are not orthonormal.** The boxed formula still holds for the determinants so defined, but singular values may exceed one and the error bound no longer applies.
- **Nearly dependent determinants.** A nearly singular overlap matrix between many-electron states is a separate difficulty of the secular problem. Accurate matrix elements do not remove it.
